# Extracting the Z² relativistic coefficient of helium-like ground states

## Problem

A two-electron ion has a fixed point nucleus of charge $Z$ and is in its singlet ground state $1s^2$. Let $E_{\rm rel}$ be the expectation value of the Breit–Pauli operator in the nonrelativistic state. At order $\alpha^2$,

$$\frac{E_{\rm rel}}{\alpha^2E_h}=c_4Z^4+c_3Z^3+c_2Z^2+c_1Z+c_0+\dots$$

Derive $c_4$ and $c_3$, hold them fixed, and find $c_2$ from these Hylleraas values, with $\alpha^2E_h=1.44904317\times10^{-3}$ eV:

| $Z$ | $E_{\rm rel}$ (eV) |
|---|---|
| 2 | −0.00282750 |
| 3 | −0.01710930 |
| 4 | −0.06055560 |
| 6 | −0.34866033 |

The trial functions are $e^{-Z(r_1+r_2)}$ times symmetric polynomials in $r_1,r_2,r_{12}$ of total power up to 12, which makes 252 functions. The digits belong to this basis and are not converged: raising the power to 18 lowers the four values by $5\times10^{-7}$, $2.3\times10^{-6}$, $6.0\times10^{-6}$ and $2.2\times10^{-5}$ eV, and they are still falling.

In atomic units, with $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$, the singlet operator is

$$\frac{H_{\rm rel}}{\alpha^2}=-\frac{p_1^4+p_2^4}{8}+\frac{\pi Z}{2}[\delta(\mathbf r_1)+\delta(\mathbf r_2)]+\pi\delta(\mathbf r_{12})+H_{oo},$$

$$H_{oo}=-\tfrac12M_{ab}\,p_{1a}p_{2b},\qquad M_{ab}=\frac{\delta_{ab}+n_an_b}{r_{12}}.$$

The electron contact coefficient is $-\pi$ from the Darwin term plus $2\pi$ from the singlet spin-spin term. Nuclear recoil, radiative terms and higher powers of $\alpha$ are left out.

## A tempting solution

Measure lengths in units of $1/Z$ and put $\lambda=1/Z$. Kinetic energy and nuclear attraction scale as $Z^2$, and the repulsion as $Z$. In $H_{\rm rel}$ the one-electron terms scale as $Z^4$ and the two-electron terms as $Z^3$. Hence

$$\frac{H}{Z^2}=H_0+\lambda V,\quad V=\frac1{r_{12}},\qquad \frac{H_{\rm rel}}{\alpha^2Z^4}=D+\lambda G,$$

where $D$ holds the one-electron terms and $G=\pi\delta(\mathbf r_{12})+H_{oo}$.

The operator is now sorted by powers of $\lambda$, so one evaluates it with $\Psi_0=\varphi(r_1)\varphi(r_2)$, $\varphi=e^{-r}/\sqrt\pi$. For this orbital $\langle p^4\rangle=5$ and $\langle\delta\rangle=1/\pi$, so

$$c_4=2\left(-\tfrac58+\tfrac12\right)=-\tfrac14 .$$

The contact term gives

$$\pi\int\varphi^4d^3r=\pi\cdot\frac{4\pi}{\pi^2}\int_0^\infty r^2e^{-4r}dr=4\cdot\frac{2}{64}=\frac18 .$$

For $H_{oo}$, integrate by parts in $\mathbf r_1$. The derivative acts on the product $\Psi M_{ab}$, but the term containing $\partial_{1a}M_{ab}$ drops out because this divergence is zero, as shown just below. What remains is

$$\langle H_{oo}\rangle=-\tfrac12\int(\partial_{1a}\Psi)M_{ab}(\partial_{2b}\Psi).$$

For $\Psi_0$ the factors combine into $\varphi\nabla\varphi=\tfrac12\nabla\varphi^2$ for each electron. Another integration by parts puts $\partial_{1a}$ on $M_{ab}$. With $\mathbf r=\mathbf r_{12}$,

$$\partial_a\left(\frac{\delta_{ab}}r+\frac{r_ar_b}{r^3}\right)=\frac{-r_b+3r_b+r_b-3r_b}{r^3}=0,$$

so this term vanishes. The tempting conclusion is $c_3=\tfrac18$.

To extrapolate, subtract the two terms, divide by $Z^2$, and pass a cubic in $\lambda$ through the four points. Its value at $\lambda=0$ follows from Lagrange's formula, whose weights are

$$w_i=\prod_{j\ne i}\frac{-\lambda_j}{\lambda_i-\lambda_j}=\prod_{j\neq i}\frac{Z_i}{Z_i-Z_j}.$$

For $Z=2,3,4,6$ they are $-1,\,9,\,-16,\,9$, with sum 1. The reduced data are 0.262178, 0.563077, 0.888121 and 1.566273, and the extrapolation gives

$$-0.2622+5.0677-14.2099+14.0965\approx4.69 .$$

## The fault

The cubic passes through all four points, so no residual gives a warning. The reduced data do: they should level off at large $Z$, but they grow almost linearly. A term proportional to $Z^3$ has been left in.

The operator was expanded in $\lambda$, but the state was not. Write $\Psi=\Psi_0+\lambda\Psi_1+\lambda^2\Psi_2+\dots$ with every correction orthogonal to $\Psi_0$. The first-order coefficient of the expectation value is

$$c_3=2\langle\Psi_0|D|\Psi_1\rangle+\langle\Psi_0|G|\Psi_0\rangle .$$

The first term would vanish if $\Psi_0$ were an eigenfunction of $D$, which it is not. Physically, the repulsion changes the electron density near the nucleus by a relative amount of order $1/Z$. The one-electron corrections, of order $Z^4$, therefore change at order $Z^3$.

## The complete Z³ coefficient

**Interchange.** Let $\Psi_D$ be the response of $\Psi_0$ to $D$. The two responses obey

$$(H_0-E_0)\Psi_1=-(V-E_1)\Psi_0,\qquad (H_0-E_0)\Psi_D=-(D-\langle D\rangle)\Psi_0 .$$

Both are orthogonal to $\Psi_0$, so

$$\langle\Psi_0|D|\Psi_1\rangle=-\langle\Psi_D|H_0-E_0|\Psi_1\rangle=\langle\Psi_D|V|\Psi_0\rangle .$$

This replaces the correlated function $\Psi_1$ by a one-electron response.

**Action of the one-electron operator.** Let $h=p^2/2-1/r$, with $h\varphi=-\varphi/2$. Then $p^4/8=\tfrac12(h+1/r)^2$ and $(h+1/r)\varphi=(1/r-\tfrac12)\varphi$. For the second application we need

$$h\frac{\varphi}{r}=-\frac{\varphi}{2r}-\frac12\left(\nabla^2\frac1r\right)\varphi-\nabla\frac1r\cdot\nabla\varphi
=-\frac{\varphi}{2r}+2\pi\delta\varphi-\frac{\varphi}{r^2},$$

because $\nabla\varphi=-\hat{\mathbf r}\varphi$. Therefore

$$\left(h+\frac1r\right)\left(\frac1r-\frac12\right)\varphi=\left(h\frac{\varphi}{r}\right)+\frac{\varphi}{4}+\frac{\varphi}{r^2}-\frac{\varphi}{2r}
=\left(\frac14-\frac1r+2\pi\delta\right)\varphi .$$

Multiplying by $-\tfrac12$ and adding the nuclear Darwin term $\tfrac{\pi}{2}\delta$, we find for $d=-p^4/8+\tfrac\pi2\delta$

$$d\varphi=\left(\frac1{2r}-\frac18-\frac\pi2\delta\right)\varphi .$$

Its mean is $\tfrac12-\tfrac18-\tfrac12=-\tfrac18$ per electron, in agreement with $c_4$.

**Response.** Write the response as $f\varphi$. Since $(h+\tfrac12)(f\varphi)=(-\tfrac12\nabla^2f+f')\varphi$, we need

$$-\tfrac12\nabla^2f+f'=-\frac1{2r}+\frac\pi2\delta .$$

Try $f=A/r+B\ln r+k$, using $\nabla^2(1/r)=-4\pi\delta$ and $\nabla^2\ln r=1/r^2$. The left side becomes

$$2\pi A\delta-\frac{B/2+A}{r^2}+\frac Br ,$$

so $A=\tfrac14$ and $B=-\tfrac12$, and the $1/r^2$ terms cancel.

The constant follows from $\langle f\rangle=0$. With Euler's constant $\gamma$ and $H_n=1+\tfrac12+\dots+\tfrac1n$, differentiating the gamma-function integral with respect to the power gives

$$\int_0^\infty r^ne^{-ar}\ln r\,dr=\frac{n!}{a^{n+1}}(H_n-\gamma-\ln a).$$

Thus $\langle\ln r\rangle=\tfrac32-\gamma-\ln2$. Since $\langle1/r\rangle=1$,

$$k=-\tfrac14+\tfrac12\langle\ln r\rangle=\tfrac12-\tfrac12(\gamma+\ln2).$$

**Integral.** The other electron produces the potential $U=1/r-e^{-2r}(1+1/r)$. Here $\Psi_D=[f(r_1)+f(r_2)]\Psi_0$, so $2\langle\Psi_D|V|\Psi_0\rangle=4\langle fU\rangle$. The radial weight is

$$4r^2e^{-2r}U=4\left[re^{-2r}-(r^2+r)e^{-4r}\right],$$

from which

$$\langle U\rangle=4\left(\tfrac14-\tfrac1{32}-\tfrac1{16}\right)=\tfrac58,\qquad
\left\langle\frac Ur\right\rangle=4\left(\tfrac12-\tfrac1{16}-\tfrac14\right)=\tfrac34,$$

$$\begin{aligned}
\langle U\ln r\rangle&=(1-\gamma-\ln2)-\tfrac18\left(\tfrac32-\gamma-2\ln2\right)-\tfrac14(1-\gamma-2\ln2)\\
&=\tfrac9{16}-\tfrac58\gamma-\tfrac14\ln2 .
\end{aligned}$$

Combining them,

$$\langle fU\rangle=\tfrac14\cdot\tfrac34-\tfrac12\langle U\ln r\rangle+\tfrac58k=\tfrac7{32}-\tfrac3{16}\ln2 .$$

Euler's constant cancels. The state-response term is $\tfrac78-\tfrac34\ln2=0.35514$, and with the contact term

$$c_3=1-\tfrac34\ln2=0.48013961 .$$

The omitted part is almost three times the part that was kept.

## Extracting the Z² coefficient

Define

$$y(Z)=\frac{E_{\rm rel}/(\alpha^2E_h)+Z^4/4-c_3Z^3}{Z^2}=c_2+\frac{c_1}Z+\frac{c_0}{Z^2}+\dots$$

For helium, $E_{\rm rel}/(\alpha^2E_h)=-1.951288$, so

$$y(2)=\frac{-1.951288+4-3.841117}{4}=-0.448101 .$$

The other values are $y(3)=-0.502342$, $y(4)=-0.532437$ and $y(6)=-0.564565$. They now change ever more slowly. The same weights give

$$0.448101-4.521078+8.518992-5.081085=-0.635070 .$$

**An error that remains.** The third decimal is not yet safe, because the data come from a finite basis. Perturbation theory inside that basis gives a $Z^3$ coefficient of 0.48023188, larger than the analytic one by $\Delta=9.23\times10^{-5}$. The contact and orbit-orbit parts are reproduced at this order, so the defect lies in the state-response term. The defect is $2\langle\Psi_0|D|\Psi_1^{\rm basis}-\Psi_1\rangle=-2\langle\Psi_D|H_0-E_0|\Psi_1^{\rm basis}-\Psi_1\rangle$. It would vanish if either $\Psi_1$ or $\Psi_D$ lay in the basis, the latter because $(H_0-E_0)(\Psi_1^{\rm basis}-\Psi_1)$ is orthogonal to every basis function. Neither does: $\Psi_D$ contains $1/r$ and $\ln r$, and $\Psi_1$ is not a finite polynomial times the exponential. With a perturbation $r_1+r_2$ in place of $1/r_{12}$, whose $\Psi_1$ is a polynomial times $\Psi_0$, the same basis has no defect.

The defect adds $\Delta Z=\Delta/\lambda$ to $y$. Its effect on the intercept can be found without numerical fitting. The cubic

$$P(\lambda)=\frac{1-\prod_i(1-Z_i\lambda)}{\lambda}$$

equals $1/\lambda$ at all four points, and $P(0)=\sum_iZ_i$. An error $\Delta$ in the subtracted $Z^3$ term therefore shifts $c_2$ by $\Delta\sum_iZ_i$. Here the sum is 15. The same rule accounts for the first attempt: $0.35514\times15=5.33$ is the distance from $-0.635$ to 4.69.

Subtracting the $Z^3$ coefficient that belongs to the data removes the shift:

$$c_2=-0.635070-15\times9.23\times10^{-5}=-0.63645 .$$

Rounding of the six-decimal $y$ values can change this by at most $35\times5\times10^{-7}\approx2\times10^{-5}$, since the absolute weights sum to 35. Truncation of the series is a separate error.

**Determination without a fit.** Expanding the normalized expectation value to second order gives $c_2=D_2+G_1$, where

$$D_2=2\langle\Psi_0|D|\Psi_2\rangle+\langle\Psi_1|D|\Psi_1\rangle-\langle D\rangle\langle\Psi_1|\Psi_1\rangle,\qquad G_1=2\langle\Psi_0|G|\Psi_1\rangle .$$

Here $\langle D\rangle$ is taken in $\Psi_0$. The subtraction in $D_2$ comes from the norm of $\Psi$. The computed parts are $-0.312209$ and $-0.324246$, with sum $-0.636455$. One-electron and two-electron corrections thus contribute almost equally at this order.

This agrees with the corrected extrapolation within its rounding error. The agreement confirms the extrapolation but not the completeness of the basis, which both calculations share. Lowering the highest power from 12 to 10 changes the perturbative value to $-0.636393$. That change of $6\times10^{-5}$ indicates the sensitivity to the basis and is not an error bound. Raising the power to 14, 16 and 18 gives $-0.636481$, $-0.636494$ and $-0.636500$, and at power 18 the two parts are $-0.312168$ and $-0.324332$. The result is

$$c_2\approx-0.6365,$$

with the fourth decimal uncertain by about one unit, or $c_2\alpha^2E_h\approx-9.22\times10^{-4}$ eV.

## A fit to more ions

A least-squares fit to all nine ions from $Z=2$ to 10, with the analytic $c_3$ and four terms in $1/Z$, gives $c_2=-0.6346$. This lies $1.8\times10^{-3}$ above the perturbative value, although the rms residual of $y$ is only $1.2\times10^{-5}$. A small residual does not certify the intercept, because the polynomial can absorb much of a term $\Delta Z$ over a limited range.

The size of the discrepancy is consistent with the basis defect: four distinct charges from this range have sums between 14 and 34, which correspond to shifts from $1.3\times10^{-3}$ to $3.1\times10^{-3}$. A fifth term moves the result further away, to $-0.6341$. Leaving $c_4$ and $c_3$ free in a five-term fit gives $-0.6334$, but that fit keeps only three terms from $c_2$ down. With $c_4$ fixed, $c_3$ free and four terms from $c_2$ down, the same nine energies give $-0.6364$, because the free $c_3$ takes up the defect. For data from this basis, fixing $c_3$ at its analytic value therefore makes the fitted $c_2$ worse.

For large $Z$ the defect $\Delta Z$ grows while the useful variation of $y$ fades, so adding heavier ions need not improve $c_2$ unless the basis is improved too. There is also a physical limit: when $Z\alpha$ is no longer small, the omitted higher orders in $\alpha$ matter and the $\alpha^2$ series alone does not describe the ion. The numerical output below lists all nine ions and these fits, except the one in which only $c_3$ is freed. The number $-0.6365$ that it calls the "posed value" is only the rounded result obtained above, not an independent reference.

## Values computed for the example and the checks

```
basis functions: 252, highest total power 12
alpha^2 E_h = 1.44904317e-03 eV
Coefficients are pure numbers multiplying alpha^2 E_h
c4 fixed = -0.250000; perturbation series -0.25000000
c3 fixed = 0.48013961; perturbation series 0.48023188
response constant k = -0.13518142
cross term 4<fU> by quadrature = 0.35513961
contact term at order Z^3 = 0.12500000
orbit-orbit term at order Z^3 = 4.4e-16
trial function <p1^4>: matrix 3.3650320, differences 3.3650293
trial function <H_oo>: matrix -0.0355556, differences -0.0355556
Z, nonrelativistic energy (eV), E_rel (eV), y(Z) (pure number)
 2     -79.014365   -0.00282750   -0.448101
 3    -198.096535   -0.01710930   -0.502342
 4    -371.586886   -0.06055560   -0.532437
 5    -599.493275   -0.15942278   -0.551472
 6    -881.818891   -0.34866033   -0.564565
 7   -1218.565199   -0.67191167   -0.574107
 8   -1609.732957   -1.18151434   -0.581360
 9   -2055.322597   -1.93850011   -0.587052
10   -2555.334381   -3.01259495   -0.591632
Helium contributions to E_rel:
  mass-velocity: -0.01959306 eV
  nuclear Darwin: 0.01648285 eV
  electron contact: 0.00048427 eV
  orbit-orbit: -0.00020156 eV
helium virial defect 2T+V = -5.3e-06 eV
Fits with c4, c3 fixed: terms, c2, rms residual of y
  2 -0.625516 2.1e-03
  3 -0.634714 1.5e-05
  4 -0.634615 1.2e-05
  5 -0.634086 3.4e-06
four-term fit: c1 = 0.44347, c0 = -0.13775, next = -0.00627
free five-term fit: c4 = -0.249989, c3 = 0.479935, c2 = -0.633443
perturbation c2 = -0.636455 (power 10: -0.636393)
  one-electron part D_2 = -0.312209, two-electron part G_1 = -0.324246
perturbation c1 = 0.45588, c0 = -0.17121
four-term fit minus perturbation c2 = 1.8e-03
four-term fit minus posed value -0.6365 = 1.9e-03
perturbation minus posed value -0.6365 = 4.5e-05
Z = 14 outside fit: y direct -0.603465, predicted -0.603644
c2 alpha^2 E_h (four-term fit) = -9.195841e-04 eV
```
